**Interface pinning and Newton iteration to solid-liquid coexistence**

A harmonic bias $(\kappa/2)(Q-a)^2$ on an additive crystallinity $Q$ holds a two-phase system in place, and its mean force $h=\kappa(a-\langle Q\rangle')$ gives $\Delta\mu=h\Delta q+O(h^2)$. Here $\Delta$ means solid minus liquid per atom, $q$ is the crystallinity per atom, and $\mu$ is the chemical potential. The program compares bulk quadrature with a sum over all layer patterns of a model ring. It asserts the full field relation, the variance $kT/\kappa$, the independence of $h$ from stiffness, centre and boundary cost, and the failure of a misplaced centre. It also asserts the thermodynamic derivatives, both Newton endpoints, the quadratic convergence constant, the slope of the coexistence line and the shift caused by lateral strain. At 1900 K the linear estimate is 4.3% above the quadrature value, while the full relation agrees with it to the printed digits. The iterations reach coexistence at 1658.36 K for 2.94 GPa, and at 4.28 GPa for 1700 K.

## Check in Python

```python
"""Interface pinning: solid-liquid chemical potential difference and coexistence.

Result under test: with bias (kappa/2)(Q-a)^2 on an additive crystallinity Q,
the mean bias force h = kappa*(a-<Q>) gives dmu = h*dq + O(h^2), and
dmu = kT*ln(<exp(h q/kT)>_solid / <exp(h q/kT)>_liquid) for independent atoms.
Newton maps: T_new = T*dH/(dH-dmu), p_new = p-dmu/dv.
All differences are solid minus liquid per atom; q is crystallinity per atom,
dH enthalpy, dv volume, ds entropy, chi = var(q)/kT.

Model: a ring of layers, each wholly solid or liquid, with an energy cost at
each boundary. Bulk properties come from quadrature. The pinned average comes
from a sum over every layer pattern and every value of Q.
Energies are in hartree, lengths in bohr, temperatures in kelvin.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

HARTREE = constants.physical_constants["Hartree energy"][0]
BOHR = constants.physical_constants["Bohr radius"][0]
KB = constants.k / HARTREE
GPA = HARTREE / BOHR**3 / 1e9

LAYERS, ATOMS_PER_LAYER = 60, 8
N = LAYERS * ATOMS_PER_LAYER
WAVE_NUMBER = 2.5
BOUNDARY_COST = 0.06
KAPPA = 2e-4
P0, T_START, T_FIXED = 1e-4, 1900.0, 1700.0

# energy offset, well coefficient, well power, volume at p=0, bulk modulus
SOLID = (0.0, 0.02, 2, 100.0, 0.0030)
LIQUID = (0.0155, 0.0016, 4, 108.0, 0.0025)

x = np.linspace(-5.0, 5.0, 20001)
v = np.linspace(0.0, 320.0, 3201)
cos_level = np.rint(4 * np.cos(WAVE_NUMBER * x)).astype(int) + 4
q_values = np.arange(-12, 13) / 12.0


def bulk(T, p, phase):
    """Log partition function, enthalpy, volume, distribution of q."""
    offset, coeff, power, v0, modulus = phase
    beta = 1 / (KB * T)
    well = coeff * np.abs(x)**power
    volume_energy = modulus * (v - v0)**2 / (2 * v0) + p * v
    wx, wv = np.exp(-beta * well), np.exp(-beta * volume_energy)
    log_z = (-beta * offset + 3 * np.log(wx.sum() * (x[1] - x[0]))
             + np.log(wv.sum() * (v[1] - v[0])))
    enthalpy = (offset + 3 * (wx @ well) / wx.sum()
                + (wv @ volume_energy) / wv.sum())
    one = np.bincount(cos_level, weights=wx, minlength=9) / wx.sum()
    atom = np.convolve(np.convolve(one, one), one)
    return log_z, enthalpy, (wv @ v) / wv.sum(), atom


def differences(T, p):
    """Bulk differences and crystallinity statistics."""
    s, l = bulk(T, p, SOLID), bulk(T, p, LIQUID)
    qs, ql = s[3] @ q_values, l[3] @ q_values
    vs = s[3] @ (q_values - qs)**2
    vl = l[3] @ (q_values - ql)**2
    dmu = -KB * T * (s[0] - l[0])
    return dict(dmu=dmu, dH=s[1] - l[1], dv=s[2] - l[2],
                ds=(s[1] - l[1] - dmu) / T, qs=qs, ql=ql, dq=qs - ql,
                var_s=vs, var_l=vl, dchi=(vs - vl) / (KB * T),
                solid=s, liquid=l)


def pinned(T, p, kappa=KAPPA, fraction=0.5, cost=BOUNDARY_COST):
    """Biased mean and variance of Q from the sum over all layer patterns."""
    d = differences(T, p)
    beta = 1 / (KB * T)
    layer = []
    for phase in ("liquid", "solid"):
        atom, dist = d[phase][3], np.array([1.0])
        for _ in range(ATOMS_PER_LAYER):
            dist = np.convolve(dist, atom)
        weight = np.exp(ATOMS_PER_LAYER * (d[phase][0] - d["liquid"][0]))
        layer.append(weight * dist)
    b = np.exp(-beta * cost)
    total = 0.0
    for first in (0, 1):
        state = [np.zeros_like(layer[0]), np.zeros_like(layer[0])]
        state[first] = layer[first].copy()
        for _ in range(LAYERS - 1):
            state = [np.convolve(state[0] + b * state[1], layer[0]),
                     np.convolve(b * state[0] + state[1], layer[1])]
        total = total + state[first] + b * state[1 - first]
    Q = np.arange(-12 * N, 12 * N + 1) / 12.0
    a = N * (d["ql"] + fraction * d["dq"])
    w = total * np.exp(-beta * kappa * (Q - a)**2 / 2)
    w /= w.sum()
    mean = w @ Q
    return dict(a=a, mean=mean, var=w @ (Q - mean)**2,
                h=kappa * (a - mean), d=d)


def dmu_exact(T, p):
    return differences(T, p)["dmu"]


def newton_T(T, p):
    r = pinned(T, p)
    estimate = r["h"] * r["d"]["dq"]
    return T * r["d"]["dH"] / (r["d"]["dH"] - estimate), estimate


# Mean force at the starting temperature
r = pinned(T_START, P0)
d, h, kT = r["d"], r["h"], KB * T_START
linear = h * d["dq"]
second = linear + h**2 * d["dchi"] / 2
full = kT * np.log((d["solid"][3] @ np.exp(h * q_values / kT))
                   / (d["liquid"][3] @ np.exp(h * q_values / kT)))
assert abs(full / d["dmu"] - 1) < 1e-5
assert abs(second - d["dmu"]) < abs(linear - d["dmu"]) / 3
assert abs(r["var"] * KAPPA / kT - 1) < 1e-4

# The force must not depend on stiffness, centre or boundary cost
h_stiff = pinned(T_START, P0, kappa=2 * KAPPA)["h"]
h_centre = pinned(T_START, P0, fraction=0.6)["h"]
h_cost = pinned(T_START, P0, cost=0.08)["h"]
for other in (h_stiff, h_centre, h_cost):
    assert abs(other / h - 1) < 1e-4
# A centre at the pure-liquid value makes no interface and must fail
misplaced = pinned(T_START, P0, fraction=0.0)["h"] * d["dq"]
assert abs(misplaced) < 0.2 * abs(d["dmu"])

# Thermodynamic derivatives by finite differences
slope_T = (dmu_exact(T_START + 1, P0) - dmu_exact(T_START - 1, P0)) / 2
slope_p = (dmu_exact(T_START, P0 + 1e-6)
           - dmu_exact(T_START, P0 - 1e-6)) / 2e-6
assert abs(slope_T / -d["ds"] - 1) < 1e-5
assert abs(slope_p / d["dv"] - 1) < 1e-5
# Newton for dmu/T in the variable 1/T gives the same new temperature
inv, step = 1 / T_START, 1e-7
ratio_slope = ((inv + step) * dmu_exact(1 / (inv + step), P0)
               - (inv - step) * dmu_exact(1 / (inv - step), P0)) / (2 * step)
T_from_inverse = 1 / (inv - inv * d["dmu"] / ratio_slope)
T_from_map = T_START * d["dH"] / (d["dH"] - d["dmu"])
assert abs(T_from_inverse - T_from_map) < 0.01

# Newton iteration in temperature
T_root = brentq(dmu_exact, 1300, 2000, args=(P0,))
T, history_T = T_START, []
for _ in range(5):
    T_new, estimate = newton_T(T, P0)
    history_T.append((T, estimate))
    T = T_new
T_final = T
assert abs(T_final - T_root) < 0.01

# Quadratic convergence constant, cubic terms removed by averaging
m = differences(T_root, P0)
dcp = (differences(T_root + 1, P0)["dH"]
       - differences(T_root - 1, P0)["dH"]) / 2
C_thermo = dcp / (2 * T_root * m["ds"])
C_bias = -m["ds"] * m["dchi"] / (2 * m["dq"]**2)
offset = 20.0
C_measured = ((newton_T(T_root + offset, P0)[0]
               + newton_T(T_root - offset, P0)[0]) / 2 - T_root) / offset**2
assert abs(C_measured / (C_thermo + C_bias) - 1) < 0.02

# Newton iteration in pressure
p_root = brentq(lambda p: dmu_exact(T_FIXED, p), 0.0, 4e-4, xtol=1e-14)
p, history_p = P0, []
for _ in range(4):
    rp = pinned(T_FIXED, p)
    estimate = rp["h"] * rp["d"]["dq"]
    history_p.append((p, estimate))
    p -= estimate / rp["d"]["dv"]
p_final = p
assert abs(p_final / p_root - 1) < 1e-4

# Slope of the coexistence line
dp = 1e-6
slope_line = (brentq(dmu_exact, 1300, 2000, args=(P0 + dp,))
              - brentq(dmu_exact, 1300, 2000, args=(P0 - dp,))) / (2 * dp)
assert abs(slope_line / (m["dv"] / m["ds"]) - 1) < 1e-4

# Lateral strain of a cubic (001) slab with relaxed normal strain
C11, C12, strain = 0.005, 0.002, 0.01
stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)


def scaled_energy(normal):
    e = np.array([1.0, 1.0, normal])
    return e @ stiffness @ e / 2


Y_numeric = minimize_scalar(scaled_energy, bracket=(-2.0, 1.0)).fun
Y = C11 + C12 - 2 * C12**2 / C11
assert abs(Y_numeric / Y - 1) < 1e-8
strain_cost = m["solid"][2] * Y * strain**2
strain_shift = strain_cost / m["ds"]
T_strained = brentq(lambda t: dmu_exact(t, P0) + strain_cost, 1300, 2000)
assert abs((T_strained - T_root) / strain_shift - 1) < 0.02

samples = 1000
error_mu = m["dq"] * np.sqrt(KAPPA * KB * T_root / samples)

print(f"atoms N = {N}; layers = {LAYERS}; atoms per layer = {ATOMS_PER_LAYER}")
for name, ph in (("solid", SOLID), ("liquid", LIQUID)):
    print(f"{name}: energy offset = {ph[0]} Ha; well = {ph[1]} |x|^{ph[2]} Ha")
    print(f"{name}: v0 = {ph[3]} bohr^3; bulk modulus = {ph[4]} Ha/bohr^3")
print(f"wave number = {WAVE_NUMBER} 1/bohr; boundary cost = {BOUNDARY_COST} Ha")
print(f"kappa = {KAPPA:.1e} Ha; pressure = {P0:.1e} Ha/bohr^3")
print(f"start: T = {T_START:.1f} K; kT = {kT:.6f} Ha")
print(f"start: q_solid = {d['qs']:.5f}; q_liquid = {d['ql']:.5f}")
print(f"start: dq = {d['dq']:.5f}")
print(f"start: var q solid = {d['var_s']:.5f}; liquid = {d['var_l']:.5f}")
print(f"start: centre a = {r['a']:.4f}; biased mean Q = {r['mean']:.4f}")
print(f"start: biased var Q = {r['var']:.4f}; kT/kappa = {kT/KAPPA:.4f}")
print(f"start: mean force h = {h:.7f} Ha")
print(f"h, doubled kappa = {h_stiff:.7f} Ha")
print(f"h, centre at 0.6 = {h_centre:.7f} Ha")
print(f"h, boundary cost 0.08 Ha = {h_cost:.7f} Ha")
print(f"dmu linear = {linear:.7f} Ha; second order = {second:.7f} Ha")
print(f"dmu full field = {full:.7f} Ha; quadrature = {d['dmu']:.7f} Ha")
print(f"linear relative error = {100*(linear/d['dmu']-1):.2f} percent")
print(f"dmu with misplaced centre = {misplaced:.7f} Ha")
print(f"start: dH = {d['dH']:.7f} Ha; ds = {d['ds']/KB:.5f} k_B")
for i, (t, e) in enumerate(history_T):
    print(f"T iteration {i}: T = {t:.4f} K; linear dmu = {e:.3e} Ha")
print(f"T final = {T_final:.4f} K; quadrature root = {T_root:.4f} K")
print(f"kT at coexistence = {KB*T_root:.6f} Ha")
print(f"coexistence: dH = {m['dH']:.7f} Ha; ds = {m['ds']/KB:.5f} k_B")
print(f"coexistence: dv = {m['dv']:.4f} bohr^3; dcp = {dcp/KB:.4f} k_B")
print(f"coexistence: dq = {m['dq']:.5f}; dchi = {m['dchi']:.4f} 1/Ha")
print(f"C thermodynamic = {C_thermo:.4e} 1/K; C estimator = {C_bias:.4e} 1/K")
print(f"C sum = {C_thermo+C_bias:.4e} 1/K; measured = {C_measured:.4e} 1/K")
print(f"pressure search at T = {T_FIXED:.1f} K")
for i, (pp, e) in enumerate(history_p):
    print(f"p iteration {i}: p = {pp:.7e} Ha/bohr^3; dmu = {e:.3e} Ha")
print(f"p final = {p_final:.7e} Ha/bohr^3; root = {p_root:.7e} Ha/bohr^3")
print(f"p final = {p_final*GPA:.4f} GPa; p start = {P0*GPA:.4f} GPa")
print(f"coexistence slope dT/dp = {slope_line/GPA:.3f} K/GPa")
print(f"C11 = {C11} Ha/bohr^3; C12 = {C12} Ha/bohr^3; Y = {Y:.5f} Ha/bohr^3")
print(f"strain = {strain}; solid volume = {m['solid'][2]:.4f} bohr^3")
print(f"strain cost = {strain_cost:.3e} Ha; T shift = {strain_shift:.3f} K")
print(f"T shift from strained root = {T_strained-T_root:.3f} K")
print(f"samples = {samples}; standard error of dmu = {error_mu:.3e} Ha")
print(f"standard error of T = {error_mu/abs(m['ds']):.3f} K")
print("done: every assertion held")
```

Running it gives:

```
atoms N = 480; layers = 60; atoms per layer = 8
solid: energy offset = 0.0 Ha; well = 0.02 |x|^2 Ha
solid: v0 = 100.0 bohr^3; bulk modulus = 0.003 Ha/bohr^3
liquid: energy offset = 0.0155 Ha; well = 0.0016 |x|^4 Ha
liquid: v0 = 108.0 bohr^3; bulk modulus = 0.0025 Ha/bohr^3
wave number = 2.5 1/bohr; boundary cost = 0.06 Ha
kappa = 2.0e-04 Ha; pressure = 1.0e-04 Ha/bohr^3
start: T = 1900.0 K; kT = 0.006017 Ha
start: q_solid = 0.63362; q_liquid = -0.00554
start: dq = 0.63915
start: var q solid = 0.06550; liquid = 0.17363
start: centre a = 150.7392; biased mean Q = 136.4318
start: biased var Q = 30.0847; kT/kappa = 30.0847
start: mean force h = 0.0028615 Ha
h, doubled kappa = 0.0028615 Ha
h, centre at 0.6 = 0.0028615 Ha
h, boundary cost 0.08 Ha = 0.0028615 Ha
dmu linear = 0.0018289 Ha; second order = 0.0017553 Ha
dmu full field = 0.0017540 Ha; quadrature = 0.0017540 Ha
linear relative error = 4.27 percent
dmu with misplaced centre = 0.0000000 Ha
start: dH = -0.0117380 Ha; ds = -2.24233 k_B
T iteration 0: T = 1900.0000 K; linear dmu = 1.829e-03 Ha
T iteration 1: T = 1643.8658 K; linear dmu = -1.075e-04 Ha
T iteration 2: T = 1658.3006 K; linear dmu = -4.554e-07 Ha
T iteration 3: T = 1658.3619 K; linear dmu = -8.075e-12 Ha
T iteration 4: T = 1658.3619 K; linear dmu = 3.719e-18 Ha
T final = 1658.3619 K; quadrature root = 1658.3619 K
kT at coexistence = 0.005252 Ha
coexistence: dH = -0.0123119 Ha; ds = -2.34435 k_B
coexistence: dv = -7.0133 bohr^3; dcp = 0.7500 k_B
coexistence: dq = 0.65420; dchi = -22.2118 1/Ha
C thermodynamic = -9.6456e-05 1/K; C estimator = -1.9266e-04 1/K
C sum = -2.8911e-04 1/K; measured = -2.8915e-04 1/K
pressure search at T = 1700.0 K
p iteration 0: p = 1.0000000e-04 Ha/bohr^3; dmu = 3.103e-04 Ha
p iteration 1: p = 1.4424815e-04 Ha/bohr^3; dmu = 7.228e-06 Ha
p iteration 2: p = 1.4534720e-04 Ha/bohr^3; dmu = 4.643e-09 Ha
p iteration 3: p = 1.4534790e-04 Ha/bohr^3; dmu = 1.938e-15 Ha
p final = 1.4534790e-04 Ha/bohr^3; root = 1.4534790e-04 Ha/bohr^3
p final = 4.2763 GPa; p start = 2.9421 GPa
coexistence slope dT/dp = 32.109 K/GPa
C11 = 0.005 Ha/bohr^3; C12 = 0.002 Ha/bohr^3; Y = 0.00540 Ha/bohr^3
strain = 0.01; solid volume = 96.6667 bohr^3
strain cost = 5.220e-05 Ha; T shift = -7.031 K
T shift from strained root = -7.026 K
samples = 1000; standard error of dmu = 2.120e-05 Ha
standard error of T = 2.856 K
done: every assertion held
```
